# Comment on reading semiconductor quality from a photoluminescence tail

**The argument under comment.** Two p-type absorber films are excited by the same short, weak light pulse. The photoluminescence (PL) of film 1 decays with a time constant of about 90 ns. That of film 2 has a late tail with a time constant of about 620 ns. The argument runs: PL comes from free electrons meeting holes; a longer tail means that free electrons live longer; film 2 therefore holds more free electrons under steady light and is the better material.

The first step is sound. The second can fail if electrons can leave the band and return to it, and the conclusion depends on the second. The question is what the tail time measures when the film contains traps.

**Rate equations.** Let \(n\) be the excess density of free electrons, \(m\) that of trapped electrons, and \(G\) the generation rate. I assume a uniform film without a junction field, one kind of trap that stays nearly empty, and low injection, so that the hole density keeps its dark value \(p_0\). Then

\[
\dot n=G-(k_0+k_t)n+k_e m,\qquad \dot m=k_t n-(k_e+k_d)m .
\]

Here \(k_0=k_{nr}+Bp_0\) is the loss rate of free electrons without traps, with nonradiative part \(k_{nr}\) and radiative coefficient \(B\). The trapping rate is \(k_t\), the thermal release rate is \(k_e\), and \(k_d\) is the rate at which a trapped electron is lost to a hole. The detected band-edge PL is proportional to \(Bp_0n\); light from the trap itself is not counted. "Useful" carriers are the free minority electrons, which diffuse, can be collected and emit the band-edge light.

The trap rates have a microscopic origin. With electron capture cross section \(\sigma_n\), mean thermal speed \(v_n\) and trap density \(N_t\), the capture coefficient is \(C=\sigma_nv_n\) and \(k_t=CN_t\). In equilibrium, capture and release balance: \(Cn(N_t-m)=k_em\), where \(n\) and \(m\) are now total densities. For a nondegenerate band with effective density of states \(N_c\),

\[
n=N_ce^{-(E_c-E_F)/kT},\qquad \frac{m}{N_t-m}=e^{(E_F-E_T)/kT}.
\]

Here \(E_c\), \(E_F\) and \(E_T\) are the band edge, the Fermi level and the trap level, with the trap's degeneracy factor absorbed in \(E_T\). Dividing the balance by \(m\) removes the Fermi level and gives

\[
k_e=CN_ce^{-E_t/kT},\qquad E_t=E_c-E_T .
\]

Similarly, \(k_d=\sigma_pv_pp_0\) for hole capture by a filled trap.

**What the tail measures.** After the pulse, \(G=0\) and \(m(0)=0\). Write \(a=k_0+k_t\) and \(b=k_e+k_d\), with \(k_t,k_e>0\). Inserting \(e^{-\lambda t}\) for both densities gives the condition

\[
P(\lambda)=(a-\lambda)(b-\lambda)-k_tk_e=0 .
\]

Since \(P(b)=-k_tk_e<0\) and the parabola opens upward, there are two real roots with \(\lambda_s<b<\lambda_f\). Their product \(k_0b+k_tk_d\) and their sum \(a+b\) are positive, so both are positive. To compare the slow root with the trap-free rate, evaluate

\[
P(k_0)=k_t(k_e+k_d-k_0)-k_tk_e=k_t(k_d-k_0).
\]

If \(k_d<k_0\), this is negative, so \(k_0\) lies between the roots and \(\lambda_s<k_0\). If \(k_d\ge k_0\), the slope

\[
P'(k_0)=2k_0-a-b=(k_0-k_d)-k_t-k_e
\]

is negative while \(P(k_0)\ge0\). Then \(k_0\) lies to the left of both roots, or on the slow one if \(k_d=k_0\). Within this model, trapping thus lengthens the tail if and only if trapped electrons are lost more slowly than free ones. Nothing in this condition says that the film has improved.

The amplitudes follow from \(n(t)/n(0)=A_fe^{-\lambda_ft}+A_se^{-\lambda_st}\). The initial value gives \(A_f+A_s=1\), and the initial slope \(\dot n(0)=-an(0)\) gives \(A_f\lambda_f+A_s\lambda_s=a\). Eliminating \(A_f\) and using \(\lambda_f+\lambda_s=a+b\),

\[
A_s=\frac{\lambda_f-a}{\lambda_f-\lambda_s}=\frac{b-\lambda_s}{\lambda_f-\lambda_s},\qquad
A_f=\frac{\lambda_f-b}{\lambda_f-\lambda_s}.
\]

Both are positive, because \(b\) lies between the roots.

Release is what makes the tail. With \(k_e=0\), the first rate equation no longer contains \(m\), and the PL is the single exponential \(e^{-(k_0+k_t)t}\), faster than in the trap-free film.

**What the steady density measures.** Under constant \(G\), the second rate equation gives \(m=k_tn/b\). Inserting this in the first,

\[
G=\left(k_0+k_t-\frac{k_tk_e}{k_e+k_d}\right)n=\left(k_0+\frac{k_tk_d}{k_e+k_d}\right)n .
\]

Hence

\[
n=G\tau_{\rm eff},\qquad \tau_{\rm eff}=\frac{1}{k_0+k_t\,k_d/(k_e+k_d)}\le\frac1{k_0}.
\]

The fraction \(k_d/(k_e+k_d)\) is the probability that a trapped electron is lost before it is released. In this model, adding traps at fixed \(k_0\) can never raise the steady free density.

The same time appears in the pulse experiment. Let \(N\) and \(M\) be the integrals of \(n\) and \(m\) over all times after the pulse. Integrating the rate equations gives \(-n(0)=-aN+k_eM\) and \(0=k_tN-bM\). These are the steady equations with \(G\) replaced by \(n(0)\), so \(N/n(0)=\tau_{\rm eff}\). Integrating the two exponentials instead gives

\[
\tau_{\rm eff}=\frac{A_f}{\lambda_f}+\frac{A_s}{\lambda_s}<\frac1{\lambda_s}.
\]

The useful lifetime is a weighted mean of the two decay times. The tail time is an upper bound on it and may lie far above it.

**A qualification.** It would be wrong to reply that every trap which prolongs PL lowers the steady free density. If \(k_d=0\), every trapped electron returns, \(\tau_{\rm eff}=1/k_0\), and both the steady density and the integrated PL are those of the trap-free film. Any reduction of the density is then temporary; after a pulse, the early deficit is repaid in the tail. A lasting reduction needs \(k_d>0\).

The course in time follows from the ratio of the densities with and without traps, for equal \(n(0)\):

\[
R(t)=A_fe^{-(\lambda_f-k_0)t}+A_se^{(k_0-\lambda_s)t}.
\]

For \(k_d<k_0\) we have \(\lambda_s<k_0<\lambda_f\), so \(R\) is convex. It starts at 1 with slope \(k_0-a=-k_t\) and finally grows without limit. It therefore returns to 1 once: the film with traps has fewer free electrons before that moment and more after it.

**Numbers for the two films.** Take \(T=300\) K, \(p_0=10^{16}\) cm⁻³, \(B=10^{-10}\) cm³/s and \(k_{nr}=10^7\) s⁻¹ in both films, so \(k_0=1.1\times10^7\) s⁻¹ and \(1/k_0=90.9\) ns. Film 2 differs only in its traps: \(N_t=10^{15}\) cm⁻³, \(E_t=0.25\) eV, \(\sigma_n=10^{-15}\) cm² and \(\sigma_p=10^{-17}\) cm². With mean speeds of \(3.59\times10^7\) cm/s for electrons and \(1.29\times10^7\) cm/s for holes, and \(N_c=6.78\times10^{17}\) cm⁻³,

\[
k_t=3.59\times10^7,\quad k_e=1.53\times10^6,\quad k_d=1.29\times10^6\ \text{s}^{-1}.
\]

Since \(k_d<k_0\), the tail must be longer than in film 1. The roots are \(\lambda_f=4.81\times10^7\) s⁻¹ and \(\lambda_s=1.605\times10^6\) s⁻¹, which gives a tail time of 623 ns. Here and below, results are computed from the unrounded rates. The loss probability per trapping is \(k_d/(k_e+k_d)=0.456\), so

\[
\tau_{\rm eff}=\frac{1}{1.10\times10^7+0.456\times3.59\times10^7}\ \text{s}=36.6\ \text{ns}.
\]

Film 2 has a tail time 6.9 times the lifetime of film 1, and 0.40 times its steady free density. An electron in film 2 is trapped 1.31 times on average, so a fraction \(1.31\times0.456=0.60\) of all electrons is lost through traps.

The tail starts from an amplitude of only 2.6 %. After 100 ns, film 2 retains 3.0 % of its initial free electrons and film 1 retains 33 %. The curves cross at 388 ns, when both are down to 1.4 %. At 1000 ns film 2 is far ahead, but with 0.5 % of its initial density. On a logarithmic plot normalized at time zero, this late part catches the eye.

Under steady generation of \(10^{19}\) cm⁻³ s⁻¹, the free densities are \(9.1\times10^{11}\) cm⁻³ in film 1 and \(3.7\times10^{11}\) cm⁻³ in film 2. Film 2 also holds \(4.6\times10^{12}\) cm⁻³ trapped electrons, so its total store is 5.5 times that of film 1. A method that counts all stored charge would rank the films the wrong way for minority-carrier use. The holes that balance the trapped electrons are mobile, however, so a photoconductor that works by majority carriers needs a different figure of merit.

**Consequences of the misreading.** Suppose free electrons diffuse with coefficient \(D\) while trapped ones stay in place. Away from the source, the steady equations become \(Dn''-an+k_em=0\) with \(m=k_tn/b\), that is, \(Dn''=n/\tau_{\rm eff}\). The diffusion length is \(L=\sqrt{D\tau_{\rm eff}}\). For a mobility of 100 cm²/Vs, \(D=2.59\) cm²/s, and \(L\) is 4.85 µm in film 1 and 3.07 µm in film 2. Inserting the tail time would give 12.7 µm.

The quasi-Fermi splitting \(\Delta\mu\) obeys \(np\propto e^{\Delta\mu/kT}\) for nondegenerate carriers. At equal \(G\) and fixed \(p_0\), traps that stay nearly empty change it by \(kT\ln(k_0\tau_{\rm eff})=-24\) meV. The tail time would suggest a gain of 50 meV.

**Temperature and the opposite case.** Differentiating \(P(\lambda_s)=0\) with respect to \(k_e\) at fixed other rates gives

\[
\frac{d\lambda_s}{dk_e}=\frac{k_0-\lambda_s}{-P'(\lambda_s)} .
\]

The denominator is positive at the smaller root. For \(k_d<k_0\), faster release therefore shortens the tail, while it raises \(\tau_{\rm eff}\) if \(k_d>0\). Warming film 2 from 260 K to 340 K, with \(k_0\), \(E_t\) and the cross sections held fixed, shortens the tail from 796 to 402 ns and raises the useful lifetime from 26 to 56 ns. The tail and the useful density move in opposite directions in one and the same film.

A long tail can also accompany a real improvement. The same differentiation with respect to \(k_0\) gives \(d\lambda_s/dk_0=(b-\lambda_s)/[-P'(\lambda_s)]>0\), so a lower \(k_{nr}\) lengthens the tail, and it also raises \(\tau_{\rm eff}\). The tail time alone cannot tell the two causes apart; the weight of the tail in the whole decay is needed as well.

**Relation to real films.** The common parameters are rough values in the regime of a Cu(In,Ga)Se₂ solar absorber 2 µm thick; the trap data are chosen, not measured. As the light grows stronger, the assumption of nearly empty traps fails before that of low injection: at the generation rate considered next, the added holes are still only 4 % of \(p_0\). At \(10^{21}\) cm⁻³ s⁻¹, roughly one sun in such a film, 37 % of the traps are filled and the density ratio of the films rises from 0.40 to 0.51. A Gaussian spread of 30 meV in trap depth leaves the useful lifetime at 36 ns but the late decay is then no longer a single exponential; the drop between 500 and 1500 ns corresponds to a mean time constant of 543 ns. A recombination speed of 100 cm/s at each surface lowers the useful lifetime of film 2 to 35 ns. This is a low speed, suited to well-passivated surfaces, and it shortens the lifetime of film 1 as well. Much faster surface recombination dominates the loss in both films and shrinks the difference between them, while the tail of film 2 stays long. A finished cell also has a junction field that removes carriers, so these results apply to a bare absorber with little band bending at its surfaces, and not to the PL decay of a cell.

**What should be measured instead.** Under the stated assumptions, the area under the PL decay divided by its initial height equals \(\tau_{\rm eff}\). For film 2 this requires time resolution well below the fast decay time of 21 ns. It also requires enough range to follow the weak tail, which carries 45 % of the area, and a pulse spacing that lets the tail die out. Otherwise light left from earlier pulses raises the initial height, and subtracting it as background removes part of the area. With a pulse density of \(10^{13}\) cm⁻³ and trap filling included, the calculated decay gives 36.6 ns by this route, whereas a fit between 500 and 1500 ns gives 622 ns. The pulse must be this weak compared with \(N_t\): a pulse density comparable to the trap density fills a large part of the traps, and the area then gives a longer time than \(\tau_{\rm eff}\). Calibrated steady PL is an alternative, because at low injection it is proportional to \(n\), with the same factor in both films if \(B\), \(p_0\) and the optical escape are the same.

The claim that film 2 is better should therefore be withdrawn unless one of these measurements supports it. The inputs and remaining estimates are listed in the numerical output.

## Numbers as computed

```
Inputs: T 300 K, gap 1.15 eV, masses 0.09, 0.7 m_e
p0 1.0e+16 cm^-3, B 1.0e-10 cm^3/s, k_nr 1.0e+07 1/s
Trap density 1.0e+15 cm^-3, depth 0.25 eV
Capture sections: electron 1.0e-15, hole 1.0e-17 cm^2
Mobility 100 cm^2/Vs, film 2.0 um
kT 25.85 meV, Nc 6.775e+17 cm^-3
Mean speeds: electron 3.587e+07, hole 1.286e+07 cm/s
k0 1.100e+07, kt 3.587e+07 1/s
ke 1.534e+06, kd 1.286e+06 1/s
Fast rate 4.808e+07, slow rate 1.605e+06 1/s
Fast decay time 20.80 ns
Tail time 623.2 ns, slow amplitude 2.62 %
Share of PL area in slow part 44.6 %
Trap-free lifetime 90.91 ns
Useful lifetime with traps 36.55 ns
Tail/trap-free lifetime 6.86
Useful/trap-free lifetime 0.402
Tail/useful lifetime 17.05
Loss probability per trapping 0.456
Mean trappings per electron 1.311
Fraction of electrons lost through traps 0.598
Single density crossing at 387.8 ns
n/n(0) at 20.0 ns: traps 3.976e-01, clean 8.025e-01
n/n(0) at 100.0 ns: traps 3.022e-02, clean 3.329e-01
n/n(0) at 387.8 ns: traps 1.404e-02, clean 1.404e-02
n/n(0) at 1000.0 ns: traps 5.256e-03, clean 1.670e-05
Pulse density 1.0e+13 cm^-3; fit window 500-1500 ns
Full model: fitted tail 622.1 ns, area time 36.63 ns
Peak trap filling after pulse 0.66 %
Steady G 1.0e+19 cm^-3/s: n clean 9.091e+11 cm^-3
  with traps: n 3.665e+11, m 4.638e+12 cm^-3
  total stored electrons, traps/clean 5.51
D 2.585 cm^2/s; diffusion length with traps 3.07 um
  clean 4.85 um, misread from tail 12.69 um
Quasi-Fermi splitting change -23.55 meV
  misread from tail +49.77 meV
kd=0: tail 2847.6 ns, useful 90.91 ns
260 K: ke 2.60e+05 1/s, tail 796.1 ns, amp 0.46 %, useful 26.02 ns
300 K: ke 1.53e+06 1/s, tail 623.2 ns, amp 2.62 %, useful 36.55 ns
340 K: ke 6.15e+06 1/s, tail 401.7 ns, amp 9.72 %, useful 55.69 ns
About one sun, G 1.0e+21 cm^-3/s: trap filling 36.6 %
  n traps 4.620e+13, clean 9.083e+13 cm^-3, ratio 0.509
  added holes/p0 4.12 %
Depth spread 30 meV: useful 36.11 ns
  apparent tail, 500-1500 ns: 542.9 ns
Surface speed 100 cm/s: useful 35.26 ns
Initial diffusion across film 1.57 ns
Radiative share of k0 (recycling bound) 9.1 %
Hole degeneracy p0/Nv 6.80e-04; dark electrons 4.8e+01 cm^-3
Thermal hole emission from trap 1.4e-06 1/s
```
